# Small Gaps, Transition Densities and SCF Convergence in a Two-Level Model

## The decision: how much of the new density to mix in

A self-consistent field (SCF) calculation reports a small gap between an occupied and an empty orbital. Should the mixing fraction be cut? Too large a fraction makes a small density error alternate in sign and grow, so the iteration does not settle on the solution. Too small a fraction wastes steps: an error component that the map itself would remove at once shrinks by only $1-\alpha$ per step under linear mixing with fraction $\alpha$. At $\alpha=0.04$, a tenfold reduction of that component takes $\ln 10/|\ln 0.96|\approx 56$ steps.

The gap alone does not settle the matter. In a two-level model the stability of the iteration is governed by

$$
\varepsilon = 1+\frac{c\,K_{ia,ia}}{e_a-e_i},
$$

which contains three separate factors: a prefactor $c$ set by the occupations, the gap in the denominator, and a coupling $K_{ia,ia}$ built from the transition density $\phi_i\phi_a$. With $c$ fixed, a vanishing gap makes $\varepsilon$ diverge only if the transition density is nonzero, and even that is not sufficient: $K_{ia,ia}$ must not vanish as fast as the gap.

## Setting and conventions

Let $\phi_i$ and $\phi_a$ be real, orthonormal orbitals with energies $e_i<e_a$ and gap $g=e_a-e_i>0$. They span the whole orbital space of the model. Their occupations $f_i>f_a$ count spin and are held fixed. The density is

$$
n(\mathbf r)=f_i\,\phi_i^2(\mathbf r)+f_a\,\phi_a^2(\mathbf r).
$$

The effective potential energy $v$ of an electron depends on the density alone. In Gaussian units a small density change $\delta n$ changes it by

$$
\delta v(\mathbf r)=\int \kappa(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d^3r',\qquad
\kappa=\frac{e^2}{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r'),
$$

where $f_{xc}$ is the symmetric exchange-correlation kernel. Define

$$
\rho(\mathbf r)=\phi_i(\mathbf r)\phi_a(\mathbf r),\qquad
K\equiv K_{ia,ia}=\iint \rho(\mathbf r)\,\kappa(\mathbf r,\mathbf r')\,\rho(\mathbf r')\,d^3r\,d^3r'.
$$

One SCF cycle takes an input density, builds $v$, solves for the orbitals and returns an output density: $n_{\rm out}=F(n_{\rm in})$. The converged density satisfies $n^*=F(n^*)$. The Jacobian $J$ of $F$ at $n^*$ gives $\delta n_{\rm out}=J\,\delta n_{\rm in}$ to first order. This requires the matrix elements of $\delta v$ to be small compared with $g$, so the range of the linear analysis shrinks with the gap. All convergence statements below are local in this sense.

## First contribution: the prefactor $c$

Let $M=\langle a|\delta v|i\rangle=\int\rho\,\delta v\,d^3r$. First-order perturbation theory gives

$$
\delta\phi_i=\phi_a\frac{M}{e_i-e_a}=-\frac{M}{g}\phi_a,\qquad
\delta\phi_a=\phi_i\frac{M}{e_a-e_i}=+\frac{M}{g}\phi_i .
$$

Since $\delta(\phi^2)=2\phi\,\delta\phi$,

$$
\delta n_{\rm out}=2f_i\phi_i\,\delta\phi_i+2f_a\phi_a\,\delta\phi_a
=-\frac{2f_iM}{g}\rho+\frac{2f_aM}{g}\rho
=-\frac{c}{g}\,\rho\,M,
$$

$$
c=2(f_i-f_a).
$$

The 2 comes from varying both factors of $\phi^2$. The occupation difference appears because the two orbitals rotate into each other in opposite senses. A closed shell, $f_i=2$ and $f_a=0$, has $c=4$; a single electron in one spin orbital has $c=2$. The minus sign says that, on balance, density moves away from where the potential has risen: $\int\delta v\,\delta n_{\rm out}\,d^3r=-(c/g)M^2\le0$. This holds for the integral, not point by point, since the shape of $\delta n_{\rm out}$ is always that of $\rho$.

For fixed occupations $c$ is a plain number. It cannot produce a divergence, and it is held constant from here on.

## Second contribution: the gap

Insert $\delta v=\kappa\,\delta n_{\rm in}$ into $M$:

$$
J\,\delta n=-\frac{c}{g}\,\rho(\mathbf r)\,B[\delta n],\qquad
B[\delta n]=\iint\rho(\mathbf r')\,\kappa(\mathbf r',\mathbf r'')\,\delta n(\mathbf r'')\,d^3r'\,d^3r''.
$$

Whatever the input, the output is proportional to $\rho$. Two cases follow.

- For $\delta n=\rho$, $B[\rho]=K$, so $J\rho=-(cK/g)\,\rho$.
- For any $\delta n$ with $B[\delta n]=0$, $J\,\delta n=0$.

If $K\neq0$, every deviation splits into these two kinds:

$$
\delta n=\frac{B[\delta n]}{K}\,\rho+\left(\delta n-\frac{B[\delta n]}{K}\,\rho\right),
$$

because $B$ of the bracket is $B[\delta n]-B[\delta n]=0$. Hence $1-J$ has the eigenvalue

$$
\varepsilon=1+\frac{cK}{g}
$$

along $\rho$, and 1 for everything else. If $K=0$ while $\rho\neq0$, then $J^2=0$ and all eigenvalues of $1-J$ are 1.

The name "dielectric eigenvalue" comes from the same algebra for potentials. Write $\chi_0$ for the response $\delta n=\chi_0\,\delta v$ found above, so that $J=\chi_0\kappa$. An external perturbation is screened according to $\delta v=\delta v_{\rm ext}+\kappa\chi_0\,\delta v$, or $(1-\kappa\chi_0)\,\delta v=\delta v_{\rm ext}$. Acting on the potential $\kappa\rho$,

$$
\kappa\chi_0(\kappa\rho)=\kappa\left(-\frac{cK}{g}\rho\right)=-\frac{cK}{g}\,(\kappa\rho),
$$

so this component of an external potential is reduced by the factor $\varepsilon$. A small gap makes the pair easy to polarize, provided the transition density does not fade as the gap closes. The SCF iteration feels that polarizability as an overreaction to errors in the input.

### What a large $\varepsilon$ does to the iteration

Linear mixing sets $n_{k+1}=(1-\alpha)n_k+\alpha F(n_k)$. With $d_k=n_k-n^*$ and $F(n_k)\approx n^*+Jd_k$,

$$
d_{k+1}=(1-\alpha)d_k+\alpha Jd_k=\left[1-\alpha(1-J)\right]d_k .
$$

The error along $\rho$ is multiplied by $1-\alpha\varepsilon$ at each step, and the rest by $1-\alpha$. For $\varepsilon\ge1$, both factors are smaller than 1 in magnitude when

$$
0<\alpha<\frac{2}{\varepsilon}.
$$

Plain iteration, $\alpha=1$, has the factor $1-\varepsilon=-cK/g$ and converges locally when $|cK/g|<1$. A divergence of $\varepsilon$ as $g\to0$ and a divergence of the iteration are therefore different events. The iteration already fails at finite $\varepsilon$ if $\alpha$ is too large, and for any finite $\varepsilon\geq 1$ a small enough $\alpha$ restores local convergence. As $\varepsilon\to\infty$ the permitted $\alpha$ shrinks to zero.

## Third contribution: the transition density

The transition density enters twice. It determines how strongly a potential couples the two orbitals, through $M=\int\rho\,\delta v\,d^3r$, and it is the shape of the density that the coupling produces. If $\rho=0$ everywhere, both vanish. Then $J=0$ and $\varepsilon=1$ for every $g>0$, however small. This proves necessity: at fixed $c$, no divergence occurs along a path on which $\rho$ is zero.

For a path on which $g\to0$, the formula gives the full condition:

$$
|\varepsilon|\to\infty\quad\Longleftrightarrow\quad \frac{|K|}{g}\to\infty .
$$

It is sufficient that $|K|$ stays above some positive value. A transition density that is nonzero at every step but fades along the path may fail the condition.

### The Hartree part

Use

$$
\frac{1}{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')},\qquad
\tilde\rho(\mathbf k)=\int\rho(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .
$$

Because $\rho$ is real, the two spatial integrals give $\tilde\rho(\mathbf k)^*\tilde\rho(\mathbf k)$, so

$$
K_H=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi e^2}{k^2}\,|\tilde\rho(\mathbf k)|^2\ \ge 0 .
$$

The integrand is nowhere negative, so $K_H=0$ only if $\rho=0$. With the Hartree kernel alone, a nonzero transition density therefore guarantees $K>0$ and $\varepsilon>1$.

### The exchange-correlation part

No such sign rule holds for $f_{xc}$. When it is negative, it can reduce $K$, cancel it or reverse its sign although $\rho\ne0$. If $K$ is so negative that $\varepsilon<0$, the factor $1-\alpha\varepsilon=1+\alpha|\varepsilon|$ exceeds 1 for every positive $\alpha$, and reducing the mixing fraction does not help.

## Separating gap from transition density: two sites

Consider two sites L and R with hopping $t\ge0$ and self-consistent level splitting $D\ge0$:

$$
h=\begin{pmatrix}-D/2&-t\\-t&D/2\end{pmatrix},\qquad g=\sqrt{D^2+4t^2}.
$$

Set $D=g\cos\theta$ and $2t=g\sin\theta$. The eigenvectors are

$$
\phi_i=\left(\cos\tfrac\theta2,\ \sin\tfrac\theta2\right),\qquad
\phi_a=\left(-\sin\tfrac\theta2,\ \cos\tfrac\theta2\right),
$$

with energies $-g/2$ and $+g/2$. For example, the first component of $h\phi_i$ is $-\frac g2(\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2)=-\frac g2\cos\frac\theta2$. Multiplying the orbitals site by site,

$$
\rho_L=-\sin\tfrac\theta2\cos\tfrac\theta2=-\tfrac12\sin\theta=-\frac tg,\qquad \rho_R=+\frac tg .
$$

Let the density kernel be $U$ on a site and $V$ between sites, with $W=U-V$. Then

$$
K=U\rho_L^2+U\rho_R^2+2V\rho_L\rho_R=\frac{2Wt^2}{g^2},
$$

and for a closed shell, $c=4$,

$$
\varepsilon=1+\frac{8Wt^2}{g^3}.
$$

### Same gap, different transition density

Take $U=6$ eV, $V=2$ eV, hence $W=4$ eV, and hold $g=0.2$ eV. For $t=0.03$ eV,

$$
|\rho_L|=\frac{0.03}{0.2}=0.15,\qquad K=2(4)(0.15)^2=0.18\ \text{eV},\qquad
\varepsilon=1+\frac{4(0.18)}{0.2}=4.6 .
$$

The other cases follow in the same way:

| $t$ (eV) | $\lvert\rho_L\rvert$ | $K$ (eV) | $\varepsilon$ | plain SCF |
|---|---|---|---|---|
| 0.1 | 0.5 | 2.0 | 41 | fails |
| 0.03 | 0.15 | 0.18 | 4.6 | fails |
| 0.01 | 0.05 | 0.02 | 1.4 | converges |
| 0.001 | 0.005 | 0.0002 | 1.004 | converges |
| 0 | 0 | 0 | 1 | converges |

The gap is the same in every row. At $t=0.1$ eV we have $D=0$: the levels are in resonance, both orbitals spread equally over the two sites, and a small potential difference moves much charge. At $t=0$ each orbital sits on one site, and a small potential change shifts the levels without moving any charge.

A negative kernel shows the other danger. With $U=1$ eV, $V=2$ eV and $t=0.1$ eV, $K=2(-1)(0.5)^2=-0.5$ eV and $\varepsilon=1-4(0.5)/0.2=-9$. At $\alpha=0.5$, 0.05 and 0.01 the density moves away from this symmetric solution, as the sign argument requires. The iteration is not left without a destination. With $n_L=1+x$ and $n_R=1-x$ the splitting is $D=2|W|x$, and self-consistency requires $x=\cos\theta=D/g$. Besides $x=0$ this has the solution $g=2|W|=2$ eV, $x^2=1-t^2/W^2=0.99$, where $\varepsilon=1+8(-1)(0.1)^2/2^3=0.99$ and mixing converges. A negative $\varepsilon$ here marks the symmetric solution as unstable against charge transfer to one site.

### Three ways to close the gap

Let $t\propto g^q$, with $q\ge1$ because $2t\le g$. Then $K\propto g^{2q-2}$ and

$$
\varepsilon-1\propto g^{2q-3}.
$$

For $W\neq0$, $|\varepsilon|$ diverges if $q<3/2$, stays constant if $q=3/2$, and $\varepsilon$ returns to 1 if $q>3/2$. Start each path at $g=0.2$ eV and $t=0.05$ eV, where $\varepsilon=11$, and reduce the gap to 0.002 eV:

- $q=1$: $K$ is constant and $\varepsilon$ rises to 1001.
- $q=3/2$: $K\propto g$ and $\varepsilon$ remains 11.
- $q=2$: $K\propto g^2$ and $\varepsilon$ falls to 1.1.

The transition density is nonzero at every point of all three paths. In this model it must vanish more slowly than $\sqrt g$, or not at all, for $\varepsilon$ to diverge.

## Weighing the contributions in stretched H$_2$

In the STO-3G basis H$_2$ has two basis functions, $L$ and $R$, with overlap $S$, so the two-level formula is complete within this basis. The level of theory is restricted Kohn–Sham with local-density exchange and no correlation. Its kernel is local, $f_{xc}(\mathbf r,\mathbf r')=f_x\big(n(\mathbf r)\big)\,\delta(\mathbf r-\mathbf r')$, so that $K=K_H+K_x$ with $K_x=\int\rho^2 f_x\,d^3r$ and

$$
f_x=-\frac{e^2}{3}\left(\frac3\pi\right)^{1/3}n^{-2/3}.
$$

Symmetry fixes the orbitals of the symmetric solution:

$$
\phi_i=\frac{L+R}{\sqrt{2+2S}},\qquad \phi_a=\frac{L-R}{\sqrt{2-2S}},\qquad
\rho=\frac{L^2-R^2}{2\sqrt{1-S^2}} .
$$

With $h_{LL}=h_{RR}$ and $h_{LR}$ the matrix elements of the effective Hamiltonian, the energies are $e_i=(h_{LL}+h_{LR})/(1+S)$ and $e_a=(h_{LL}-h_{LR})/(1-S)$. Subtracting over the common denominator,

$$
g=\frac{(h_{LL}-h_{LR})(1+S)-(h_{LL}+h_{LR})(1-S)}{1-S^2}
=\frac{2(S\,h_{LL}-h_{LR})}{1-S^2}.
$$

As the atoms separate, $S$ and $h_{LR}$ vanish, and so does the gap. The transition density does not: it tends to $(L^2-R^2)/2$, half a unit of charge on one atom and minus half on the other. This is the resonant case of the two-site model.

| Bond (Å) | $g$ (eV) | $K_H$ (eV) | $K_x$ (eV) | $K$ (eV) | $\varepsilon$ |
|---|---|---|---|---|---|
| 0.74 | 20.38 | 4.93 | −1.79 | 3.14 | 1.62 |
| 1.50 | 6.30 | 6.25 | −1.68 | 4.57 | 3.90 |
| 2.25 | 1.96 | 7.39 | −1.63 | 5.76 | 12.8 |
| 3.00 | 0.538 | 8.14 | −1.60 | 6.54 | 49.6 |

**Gap against coupling.** From 0.74 to 3.00 Å the gap falls by a factor 37.9 and $K$ grows by a factor 2.08. Their product, 79, is the growth of $\varepsilon-1$, from 0.615 to 48.6. On a logarithmic scale the gap supplies $\ln 37.9/\ln 79\approx83\%$ of the growth. The gap drives the trend here because the transition density survives.

**Hartree against exchange.** Exchange opposes the Hartree part. It cancels $1.79/4.93\approx36\%$ of $K_H$ at 0.74 Å and $1.60/8.14\approx20\%$ at 3.00 Å. If $K_x$ is dropped at 3.00 Å, with the orbitals and gap unchanged, $\varepsilon$ becomes $1+4(8.14)/0.538\approx61.5$ instead of 49.6. At fixed gap, then, exchange lowers $\varepsilon$. But in this basis exchange also narrows the gap. If it is removed from the potential as well, the gap at 3.00 Å is 0.720 eV and $\varepsilon=1+4(8.14)/0.720\approx46.2$, below the value 49.6 found with exchange. At the three shorter bonds the same removal raises $\varepsilon$, to 1.96, 4.6 and 13.2. In this basis the net effect of exchange on $\varepsilon$ thus changes sign between 2.25 and 3.00 Å. Where it changes sign depends on the basis: in cc-pVTZ the largest eigenvalue of $1-J$ is nearly the same with and without exchange at 2.25 Å, and at 0.74 and 1.50 Å exchange widens the gap instead of narrowing it.

**The mixing fraction.** At 2.25 Å,

$$
\varepsilon=1+\frac{4(5.762)}{1.956}\approx12.8,\qquad \frac2\varepsilon\approx0.156 .
$$

At $\alpha=0.141$, which is 0.9 of the limit, the measured error factor per step is $-0.80$: the error alternates in sign and decays. At $\alpha=0.172$, 1.1 of the limit, it is $-1.20$ and the error grows. At 3.00 Å the limit has fallen to 0.040.

These numbers describe the convergence of one restricted model. They leave out correlation, the flexibility of a larger basis and solutions that break spin symmetry, so they are no prediction of the properties of the stretched molecule. The basis matters quantitatively. In cc-pVTZ, where several pairs couple, the largest eigenvalue of $1-J$ is 1.63, 3.34, 8.65 and 24.1 at the four bonds, so the mixing limit is about 0.23 at 2.25 Å and 0.083 at 3.00 Å. The gap at 0.74 Å drops to 11.0 eV, and for the lowest pair the gap supplies about 64% rather than 83% of the growth. The trend survives; the digits do not. The numerical check compares $\varepsilon$ with finite differences of the actual SCF map, both here and on the two sites.

## Where the argument stops

**More orbitals.** With several occupied–empty pairs $p$, the first-order density is a sum,

$$
\delta n_{\rm out}=-\sum_p\frac{c_p}{g_p}\,\rho_p\int\rho_p\,\delta v\,d^3r .
$$

A pair with $\rho_p=0$ still contributes nothing at any finite gap. The remaining pairs are coupled through $\iint\rho_p\,\kappa\,\rho_q$, so the two-level ratio for one pair is in general no longer an eigenvalue.

**Variable occupations.** If the occupations follow the orbital energies, as with thermal smearing, a potential change also transfers occupation $\delta f$ between the levels and adds $(\phi_i^2-\phi_a^2)\,\delta f$ to the density. This term can be present when $\rho=0$, and $\varepsilon=1$ is then no longer guaranteed.

**Nonlocal exchange.** A Fock exchange operator depends on the density matrix. Rotating the orbitals changes that matrix by a multiple of $\phi_i(\mathbf r)\phi_a(\mathbf r')+\phi_a(\mathbf r)\phi_i(\mathbf r')$, which need not vanish when the product at a single point does. The criterion based on $\rho$ alone belongs to potentials that depend on the density.

Within these limits, a small gap calls for a look at the two orbitals before $\alpha$ is reduced. If they share the same region, $K$ can be large and the mixing fraction must stay below $2/\varepsilon$; with several coupled pairs the limit is set by the largest eigenvalue of $1-J$, for which the single-pair $\varepsilon$ is only a guide. If they lie on separate fragments with negligible overlap, what matters is whether $cK$ is small compared with the gap; if it is, this pair on its own sets no tighter limit on the mixing, although its coupling to other pairs can still shift the largest eigenvalue.

## Computed values

```
Two-site model: U = 6.0 eV, V = 2.0 eV, W = 4.0 eV
Same gap g = 0.200 eV in every row, closed shell, c = 4
 t = 0.100 eV: |rho_L| = 0.5000, K = 2.000000 eV, eps = 41.0000, 2/eps = 0.0488, plain SCF converges: False
 t = 0.030 eV: |rho_L| = 0.1500, K = 0.180000 eV, eps = 4.6000, 2/eps = 0.4348, plain SCF converges: False
 t = 0.010 eV: |rho_L| = 0.0500, K = 0.020000 eV, eps = 1.4000, 2/eps = 1.4286, plain SCF converges: True
 t = 0.001 eV: |rho_L| = 0.0050, K = 0.000200 eV, eps = 1.0040, 2/eps = 1.9920, plain SCF converges: True
 t = 0.000 eV: |rho_L| = 0.0000, K = 0.000000 eV, eps = 1.0000, 2/eps = 2.0000, plain SCF converges: True
Prefactor c, from the numerical Jacobian at g = 0.2 eV, t = 0.1 eV
 f_i = 2.0, f_a = 0.0: c = 4.0000
 f_i = 1.0, f_a = 0.0: c = 2.0000
 f_i = 1.5, f_a = 0.5: c = 2.0000
Negative kernel, U = 1 eV, V = 2 eV, t = 0.1 eV: K = -0.500 eV, eps = -9.000; mixing 0.5, 0.05, 0.01 all fail
Closing the gap with t = 0.05 eV * (g / 0.2 eV)^q: numerical eps
 q = 1.0: 11.000 (g = 0.200 eV), 101.000 (g = 0.020 eV), 1001.000 (g = 0.002 eV)
 q = 1.5: 11.000 (g = 0.200 eV), 11.000 (g = 0.020 eV), 11.000 (g = 0.002 eV)
 q = 2.0: 11.000 (g = 0.200 eV), 2.000 (g = 0.020 eV), 1.100 (g = 0.002 eV)
H2, STO-3G, restricted, local-density exchange only, c = 4
 R = 0.74 angstrom: g = 20.3839 eV, K_H = 4.9310 eV, K_x = -1.7947 eV, K = 3.1363 eV
   eps formula = 1.6154, eps from SCF map = 1.6154, 2/eps = 1.2381
 R = 1.50 angstrom: g = 6.2969 eV, K_H = 6.2460 eV, K_x = -1.6765 eV, K = 4.5695 eV
   eps formula = 3.9027, eps from SCF map = 3.9027, 2/eps = 0.5125
 R = 2.25 angstrom: g = 1.9555 eV, K_H = 7.3882 eV, K_x = -1.6261 eV, K = 5.7621 eV
   eps formula = 12.7863, eps from SCF map = 12.7863, 2/eps = 0.1564
 R = 3.00 angstrom: g = 0.5384 eV, K_H = 8.1420 eV, K_x = -1.6045 eV, K = 6.5374 eV
   eps formula = 49.5678, eps from SCF map = 49.5678, 2/eps = 0.0403
 From 0.74 to 3.00 angstrom: gap falls by a factor 37.86, K changes by a factor 2.084
H2 at 2.25 angstrom: measured error factor per mixing step
 alpha = 0.1408 (0.9 of 2/eps): factor = -0.8000
 alpha = 0.1721 (1.1 of 2/eps): factor = -1.2000
```
